# Phase bias from square-wave pumping and square-wave lock-in detection in thermoreflectance: a numerical check

```python
"""Square-wave pump and square-wave lock-in reference in thermoreflectance.

Result under test: with reference channels sgn sin(wt) and sgn cos(wt),
  X + iY  is proportional to  Z(w) + conj Z(3w)/9 + Z(5w)/25 + conj Z(7w)/49 + ...
For a uniformly heated half-space, Z = 1/(e sqrt(i w)), the phase bias is
  arctan[ zeta(5/2,3/4) / zeta(5/2,1/4) ]   (third harmonic alone: arctan 3^(-5/2)).
Z: surface temperature per unit absorbed flux, time factor exp(+i w t);
e: thermal effusivity; w: angular frequency; phase = arg(X+iY), lag negative.
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import wofz, zeta

ODD = np.arange(1, 20002, 2)


def deg(z):
    return float(np.degrees(np.angle(z)))


def harmonic_rule(z_odd, n=ODD):
    """Derived lock-in output, in units of 4/pi^2."""
    return np.sum(np.where(n % 4 == 1, z_odd, np.conj(z_odd)) / n**2)


# ---- sampled lock-in: multiply and average in the time domain ----
SAMPLES = 40000
phase_t = 2 * np.pi * (np.arange(SAMPLES) + 0.5) / SAMPLES
N_ALL = np.arange(SAMPLES // 2 + 1)


def sampled_lockin(duty, z_all, sine_reference=False):
    pump = (phase_t < 2 * np.pi * duty).astype(float)
    shifted = np.fft.rfft(pump) * z_all
    temperature = np.fft.irfft(shifted, SAMPLES)
    ref_x, ref_y = np.sin(phase_t), np.cos(phase_t)
    if not sine_reference:
        ref_x, ref_y = np.sign(ref_x), np.sign(ref_y)
    return np.mean(temperature * ref_x) + 1j * np.mean(temperature * ref_y)


gain = 0.8 * np.exp(-0.6j)      # arbitrary complex gain, one harmonic at a time
out = {n: sampled_lockin(0.5, np.where(N_ALL == n, gain, 0)) for n in (1, 3, 5)}
assert abs(out[1] - 4 / np.pi**2 * gain) < 1e-6
assert abs(out[3] - 4 / np.pi**2 * np.conj(gain) / 9) < 1e-6
assert abs(out[5] - 4 / np.pi**2 * gain / 25) < 1e-6
# an unequal duty creates even pump harmonics; the reference must reject them
assert abs(sampled_lockin(0.51, np.where(N_ALL == 2, gain, 0))) < 1e-10
weight_x = out[3].real / out[1].real
weight_y = out[3].imag / out[1].imag

# ---- ideal half-space, derived results ----
z_half = 1 / np.sqrt(1j * ODD)
r3 = 3.0**-2.5
bias_third = np.degrees(np.arctan(r3))
sum_a = 4**-2.5 * zeta(2.5, 0.25)
sum_b = 4**-2.5 * zeta(2.5, 0.75)
bias_all = np.degrees(np.arctan(sum_b / sum_a))
bias_upto = {m: deg(harmonic_rule(z_half[ODD <= m], ODD[ODD <= m])) + 45
             for m in (3, 5, 7)}
assert abs(bias_upto[3] - bias_third) < 1e-10
assert abs(deg(harmonic_rule(z_half)) + 45 - bias_all) < 1e-4


# ---- finite-volume half-space, exact in time, periodic state ----
class DiffusionModel:
    """Unit conductivity, heat capacity and angular frequency."""

    def __init__(self, first_cell, growth):
        cells, depth = [], 0.0
        while depth < 40:
            cells.append(first_cell * growth**len(cells))
            depth += cells[-1]
        h = np.array(cells)
        mass = h / 2
        mass[1:] += h[:-1] / 2
        diagonal = 1 / h
        diagonal[1:] += 1 / h[:-1]
        off = -1 / h[:-1] / np.sqrt(mass[:-1] * mass[1:])
        self.rate, modes = eigh_tridiagonal(diagonal / mass, off)
        self.weight = modes[0]**2 / mass[0]

    def impedance(self, omega):
        return np.sum(self.weight / (self.rate + 1j * omega))

    def integral(self, t):
        """Time integral of surface temperature from 0 to t <= half period,
        for flux +1/2 in the first half period and -1/2 in the second."""
        lam = self.rate
        c = 2 / (1 + np.exp(-lam * np.pi))
        return 0.5 * np.sum(self.weight / lam
                            * (t + c * np.expm1(-lam * t) / lam))

    def channel_y(self, theta):
        """Average with sgn cos(wt + theta), -pi/2 < theta <= 0."""
        switch = np.pi / 2 - theta
        return (2 * self.integral(switch) - self.integral(np.pi)) / np.pi

    def output(self):
        return self.integral(np.pi) / np.pi + 1j * self.channel_y(0.0)


fine = DiffusionModel(0.001, 1.008)
coarse = DiffusionModel(0.002, 1.016)
for omega in (1.0, 3.0, 9.0):
    exact_z = 1 / np.sqrt(1j * omega)
    assert abs(fine.impedance(omega) / exact_z - 1) < 1e-3
direct = fine.output()
bias_direct = deg(direct) + 45
grid_shift = bias_direct - (deg(coarse.output()) + 45)
assert abs(direct / (4 / np.pi**2 * harmonic_rule(z_half)) - 1) < 1e-3
assert abs(bias_direct - bias_all) < 0.02

# ---- reading by rotating the reference until channel Y vanishes ----
def null_series(theta):
    sign = np.where(ODD % 4 == 1, 1, -1)
    return np.sum(sign * ODD**-2.5 * np.sin(-np.pi / 4 - ODD * theta))


null_direct = np.degrees(brentq(fine.channel_y, -1.2, -0.4)) + 45
null_bias = np.degrees(brentq(null_series, -1.2, -0.4)) + 45
null_third = np.degrees(brentq(lambda d: np.sin(d) + r3 * np.cos(3 * d),
                               -0.3, 0.3))
assert abs(null_direct - null_bias) < 0.03
assert null_bias < 0 < bias_all

# ---- sine reference removes the bias although the pump stays square ----
z_all = np.zeros(len(N_ALL), complex)
z_all[1:] = 1 / np.sqrt(1j * N_ALL[1:])
sine_phase = deg(sampled_lockin(0.5, z_all, sine_reference=True))
assert abs(sine_phase + 45) < 1e-3
assert abs(deg(sampled_lockin(0.5, z_all)) + 45 - bias_all) < 0.01

# ---- duty error, rising edges of pump and reference aligned ----
duty = 0.51
duty_factor = (1 - np.exp(-2j * np.pi * ODD * duty)) / 2
duty_phase = deg(harmonic_rule(z_half * duty_factor))
assert abs(duty_phase - deg(sampled_lockin(duty, z_all))) < 0.01
duty_shift = duty_phase - (bias_all - 45)

# ---- worked example, SI units inside; rough typical values ----
freq = 1.0e4
omega0 = 2 * np.pi * freq
k_sub, c_sub = 1.4, 1.65e6
k_film, c_film, h_film = 200.0, 2.5e6, 80e-9
conductance = 5e7
radius = 100e-6
power = 10e-3                   # absorbed while the pump is on
diffusivity = k_sub / c_sub
effusivity = np.sqrt(k_sub * c_sub)
depth = np.sqrt(diffusivity / (np.pi * freq))
U, WU = np.polynomial.laguerre.laggauss(40)


def layered(omega, w=np.inf, h=0.0, g=np.inf, k_lateral=k_film):
    """Probe-averaged response; equal Gaussian 1/e^2 radii w."""
    om = np.atleast_1d(omega)[:, None]
    k2 = 4 * U[None, :] / w**2
    z_back = 1 / g + 1 / (k_sub * np.sqrt(k2 + 1j * om / diffusivity))
    q = np.sqrt((k_lateral * k2 + 1j * om * c_film) / k_film)
    z_film, th = 1 / (k_film * q), np.tanh(q * h)
    z = z_film * (z_back + z_film * th) / (z_film + z_back * th)
    return z @ WU


def bare_spot(omega, diff):
    """Closed form of the probe-averaged bare half-space."""
    b = 1j * omega * radius**2 / (4 * diff)
    return radius * np.sqrt(np.pi) / (2 * k_sub) * wofz(1j * np.sqrt(b))


z_plain = layered(omega0)[0]
assert abs(z_plain * effusivity * np.sqrt(1j * omega0) - 1) < 1e-10
z_spot = layered(omega0, w=radius)[0]
assert abs(z_spot / bare_spot(omega0, diffusivity) - 1) < 1e-8
z_storage = layered(omega0, h=h_film)[0]
lumped = 1 / (1j * omega0 * c_film * h_film + 1 / z_plain)
assert abs(z_storage / lumped - 1) < 1e-3
for thickness in (20e-9, 80e-9, 200e-9):     # storage only adds lag
    assert deg(layered(omega0, h=thickness)[0]) < -45
z_interface = layered(omega0, g=conductance)[0]
full = dict(w=radius, h=h_film, g=conductance)
z_full = layered(omega0, **full)[0]
z_no_lateral = layered(omega0, k_lateral=0.0, **full)[0]
full_reading = deg(harmonic_rule(layered(omega0 * ODD, **full)))
full_bias = full_reading - deg(z_full)
z_all_full = np.zeros(len(N_ALL), complex)
z_all_full[1:] = layered(omega0 * N_ALL[1:], **full)
assert abs(deg(sampled_lockin(0.5, z_all_full)) - full_reading) < 0.01

# false diffusivity: sine-wave model fitted to the biased bare-substrate phase
spot_reading = deg(harmonic_rule(bare_spot(omega0 * ODD, diffusivity)))
ratio = brentq(lambda s: deg(bare_spot(omega0, s * diffusivity))
               - spot_reading, 1.0, 300.0)
assert ratio > 1

# steady and oscillating temperature rises of the bare substrate
mean_flux = power / (np.pi * radius**2)
steady = 0.5 * power / (2 * np.sqrt(np.pi) * k_sub * radius)
assert abs(0.5 * mean_flux * abs(bare_spot(1e-8, diffusivity)) / steady - 1) < 1e-3
oscillating = 2 / np.pi * mean_flux * abs(z_spot)

print(f"third/first weight, X channel: {weight_x:.5f}")
print(f"third/first weight, Y channel: {weight_y:.5f}")
print(f"third/first after half-space filtering: {r3:.5f}")
print(f"sum A (n=1,5,9,...): {sum_a:.6f}")
print(f"sum B (n=3,7,11,...): {sum_b:.6f}")
print(f"bias, third harmonic only: {bias_third:.3f} deg")
print(f"bias, harmonics up to 5: {bias_upto[5]:.3f} deg")
print(f"bias, harmonics up to 7: {bias_upto[7]:.3f} deg")
print(f"bias, all harmonics: {bias_all:.3f} deg = {np.radians(bias_all):.5f} rad")
print(f"phase read, all harmonics: {bias_all - 45:.3f} deg")
print(f"bias from direct time-domain diffusion: {bias_direct:.3f} deg")
print(f"shift of that bias on halving the grid: {grid_shift:.5f} deg")
print(f"null-reading bias, third only: {null_third:.3f} deg")
print(f"null-reading bias, all harmonics: {null_bias:.3f} deg")
print(f"null-reading bias, direct diffusion: {null_direct:.3f} deg")
print(f"phase with square pump, sine reference: {sine_phase:.3f} deg")
print(f"modulation frequency: {freq / 1e3:.1f} kHz")
print(f"substrate conductivity: {k_sub:.2f} W/(m K)")
print(f"substrate heat capacity: {c_sub / 1e6:.2f} MJ/(m^3 K)")
print(f"substrate diffusivity: {diffusivity * 1e6:.4f} mm^2/s")
print(f"substrate effusivity: {effusivity:.1f} W s^0.5/(m^2 K)")
print(f"thermal depth sqrt(D/(pi f)): {depth * 1e6:.3f} um")
print(f"pump and probe 1/e^2 radius: {radius * 1e6:.0f} um")
print(f"film thickness: {h_film * 1e9:.0f} nm")
print(f"film conductivity: {k_film:.0f} W/(m K)")
print(f"film heat capacity: {c_film / 1e6:.2f} MJ/(m^3 K)")
print(f"interface conductance: {conductance / 1e6:.0f} MW/(m^2 K)")
print(f"absorbed pump power while on: {power * 1e3:.1f} mW")
print(f"|Z| of ideal half-space at f: {abs(z_plain) * 1e6:.4f} K mm^2/W")
print(f"phase shift, finite spot alone: {deg(z_spot) + 45:.3f} deg")
print(f"phase shift, film storage alone: {deg(z_storage) + 45:.3f} deg")
print(f"phase shift, interface alone: {deg(z_interface) + 45:.3f} deg")
print(f"phase shift, lateral film conduction: {deg(z_full) - deg(z_no_lateral):.3f} deg")
print(f"phase shift, duty {duty:.2f} instead of 0.50: {duty_shift:.3f} deg")
print(f"layered model, fundamental phase: {deg(z_full):.3f} deg")
print(f"layered model, square-wave reading: {full_reading:.3f} deg")
print(f"layered model, bias: {full_bias:.3f} deg")
print(f"bare substrate with spot, true phase: {deg(z_spot):.3f} deg")
print(f"bare substrate with spot, reading: {spot_reading:.3f} deg")
print(f"fitted/true diffusivity from that reading: {ratio:.1f}")
print(f"steady temperature rise, bare substrate: {steady:.2f} K")
print(f"fundamental temperature amplitude: {oscillating:.3f} K")
print("done: every assertion held")
```

Output:

```
third/first weight, X channel: 0.11111
third/first weight, Y channel: -0.11111
third/first after half-space filtering: 0.06415
sum A (n=1,5,9,...): 1.026483
sum B (n=3,7,11,...): 0.077861
bias, third harmonic only: 3.670 deg
bias, harmonics up to 5: 3.606 deg
bias, harmonics up to 7: 4.038 deg
bias, all harmonics: 4.338 deg = 0.07571 rad
phase read, all harmonics: -40.662 deg
bias from direct time-domain diffusion: 4.338 deg
shift of that bias on halving the grid: 0.00016 deg
null-reading bias, third only: -3.612 deg
null-reading bias, all harmonics: -3.525 deg
null-reading bias, direct diffusion: -3.525 deg
phase with square pump, sine reference: -45.000 deg
modulation frequency: 10.0 kHz
substrate conductivity: 1.40 W/(m K)
substrate heat capacity: 1.65 MJ/(m^3 K)
substrate diffusivity: 0.8485 mm^2/s
substrate effusivity: 1519.9 W s^0.5/(m^2 K)
thermal depth sqrt(D/(pi f)): 5.197 um
pump and probe 1/e^2 radius: 100 um
film thickness: 80 nm
film conductivity: 200 W/(m K)
film heat capacity: 2.50 MJ/(m^3 K)
interface conductance: 50 MW/(m^2 K)
absorbed pump power while on: 10.0 mW
|Z| of ideal half-space at f: 2.6248 K mm^2/W
phase shift, finite spot alone: 0.155 deg
phase shift, film storage alone: -1.299 deg
phase shift, interface alone: 0.307 deg
phase shift, lateral film conduction: 0.652 deg
phase shift, duty 0.51 instead of 0.50: -2.173 deg
layered model, fundamental phase: -45.204 deg
layered model, square-wave reading: -40.966 deg
layered model, bias: 4.237 deg
bare substrate with spot, true phase: -44.845 deg
bare substrate with spot, reading: -40.512 deg
fitted/true diffusivity from that reading: 31.0
steady temperature rise, bare substrate: 10.07 K
fundamental temperature amplitude: 0.532 K
done: every assertion held
```
